# Hellmann-Feynman and Pulay forces on nuclei in Kohn-Sham theory, part 2

We seek the force $\mathbf F_A=-dE/d\mathbf R_A$ on nucleus $A$ (charge number $Z_A$) for a finite, spin-restricted Kohn-Sham system with real orbitals $\psi_i$, occupations $f_i$ and density $n$. Units are SI, with $k=e^2/4\pi\varepsilon_0$. A prime is the total derivative with respect to one component $R$ of $\mathbf R_A$ along the self-consistent solution. The energy $E$ contains the nuclear attraction $v$, the nuclear repulsion $E_{nn}$ and $E_{xc}$, whose semilocal integrand $e$ is summed over grid points $\mathbf r_g$ with weights $w_g$.

The results assume:

- (a) $E_{xc}$ is a differentiable functional of the density matrix $\gamma$, and the operator in the orbital equations is its derivative.
- (b) $E_{xc}$ has no explicit dependence on the nuclear positions.
- (c) The solution is self-consistent and $\gamma$ is differentiable in $R$.
- (d) The occupations are fixed.

With $\hat h$ the Kohn-Sham operator, the first variation at fixed nuclei is

$$\delta E=2\sum_i f_i\langle\delta\psi_i|\hat h|\psi_i\rangle+\sum_i\delta f_i\langle\psi_i|\hat h|\psi_i\rangle.\tag{A3}$$

In a real basis, $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$ and

$$Hc_i=\varepsilon_iSc_i,\qquad H_{\mu\nu}=\langle\chi_\mu|\hat h|\chi_\nu\rangle,\qquad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle.\tag{A5}$$

$V_{xc}$ is the exchange-correlation part of $H$. Define $D=\sum_if_ic_ic_i^T$ and $W=\sum_if_i\varepsilon_ic_ic_i^T$. At fixed occupations,

$$\frac{dE}{dR}=\int n\frac{\partial v}{\partial R}+\frac{\partial E_{nn}}{\partial R}+2\sum_if_i\langle\psi_i'|\hat h|\psi_i\rangle.\tag{A6}$$

In a complete or fixed basis the force is the electrostatic one,

$$\mathbf F_A^{HF}=kZ_A\int n(\mathbf r)\frac{\mathbf r-\mathbf R_A}{|\mathbf r-\mathbf R_A|^3}d^3r+\sum_{B\ne A}kZ_AZ_B\frac{\mathbf R_A-\mathbf R_B}{|\mathbf R_A-\mathbf R_B|^3},\tag{A7}$$

with electronic part

$$\mathbf F_A^{HF,\,el}=2kZ_A\sum_{\mu\nu}D_{\mu\nu}\Big\langle\nabla\chi_\mu\Big|\frac1{|\mathbf r-\mathbf R_A|}\Big|\chi_\nu\Big\rangle.\tag{A8}$$

If the functions $\mu\in A$ move with nucleus $A$, then

$$\mathrm{Tr}(HD')=-\sum_if_i\varepsilon_i\,c_i^TS'c_i=-\mathrm{Tr}(WS'),\tag{A9}$$

and $\mathbf F_A=\mathbf F_A^{HF}+\mathbf F_A^P$, with the Pulay term

$$\mathbf F_A^P=2\sum_{\mu\in A}\sum_\nu\Big[D_{\mu\nu}\langle\nabla\chi_\mu|\hat h|\chi_\nu\rangle-W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle\Big].\tag{A10}$$

Its two pieces are the $D$ term and the $W$ term. Given separate coordinates, moving the nucleus alone yields $\mathbf F_A^{HF}$; moving the basis centre $\mathbf R_A^{bas}$ alone yields $\mathbf F_A^P$.

## A.5 When the Pulay term vanishes, and the sum of the forces

Inserting the definitions of $D$ and $W$ and summing over $\nu$ turns (A10) into

$$\mathbf F_A^P=2\sum_if_i\sum_{\mu\in A}c_{\mu i}\langle\nabla\chi_\mu|\rho_i\rangle,\qquad\rho_i=(\hat h-\varepsilon_i)\psi_i.\tag{A11}$$

The residual $\rho_i$ is not zero in a finite basis, but (A5) states that $\langle\chi_\nu|\rho_i\rangle=0$ for every $\nu$. Only the part of $\nabla\chi_\mu$ outside the span contributes, and a function whose gradient lies in the span contributes nothing. The term vanishes for a complete basis ($\rho_i=0$), for a basis that does not move, such as plane waves in a fixed cell, and for centres optimized to make $\partial E/\partial\mathbf R_A^{bas}=0$.

An uncontracted $s$ Gaussian obeys $\partial_ze^{-\alpha r^2}=-2\alpha z\,e^{-\alpha r^2}$, so a $p$ partner of equal exponent removes its contribution exactly. The identity is pointwise and survives quadrature. The hierarchy does not close, because $\partial_z(ze^{-\alpha r^2})=(1-2\alpha z^2)e^{-\alpha r^2}$ needs $d$-type functions of the same exponent and, if these are spherical rather than Cartesian, also the $s$-type function $r^2e^{-\alpha r^2}$. For a normalized $s$ Gaussian $\langle z^2\rangle=1/4\alpha$, so $\|\partial_z\chi\|^2=4\alpha^2/4\alpha=\alpha$: the residual in (A11) is projected on a function of norm $\sqrt\alpha$, which is large for core functions.

A rigid shift $\mathbf t$ of all nuclei and centres leaves every analytic integral unchanged, so $\sum_A\mathbf F_A=0$ if $E_{xc}$ is integrated exactly. The overlap matrix is unchanged too, so the $W$ terms sum to zero by themselves. On a grid fixed in space the coefficients may be frozen, since (A9) gives $\mathrm{Tr}(HD')=0$ when $S'=0$, and $E_{xc}$ becomes $\sum_gw_g\,e(\mathbf r_g-\mathbf t)$. Then $\sum_A\mathbf F_A=\sum_gw_g\nabla e(\mathbf r_g)$, the quadrature estimate of an integral whose exact value is zero. No such rule holds for $\mathbf F^{HF}$ alone, whose sum is $-\sum_A\mathbf F_A^P$ up to that defect.

## A.6 Extra terms when a condition fails

Condition (a). Let the orbitals be self-consistent for a matrix $H_m=H-V_{xc}+V_m$ built from another potential, while $E$ is evaluated with $E_{xc}$. In a fixed basis (A6) reads $dE/dR=-F^{HF}+\mathrm{Tr}(HD')$. Equation (A9) applies to $H_m$ and gives $\mathrm{Tr}(H_mD')=0$ because $S'=0$, which leaves

$$-\frac{dE}{dR}=F^{HF}-\mathrm{Tr}[(V_{xc}-V_m)D'].\tag{A12}$$

The response $D'$ is now required. This covers one functional evaluated on the density of another, and model potentials that derive from no energy.

Condition (b). An explicit dependence adds $-\partial E_{xc}/\partial R$ at frozen orbitals to the force; the rest of the proof is untouched. Pairwise dispersion corrections, atom-centred projectors in DFT+U and nonlinear core corrections are of this kind, and so is a grid that follows the atoms:

$$F^{grid}=-\sum_g\Big[\frac{\partial w_g}{\partial R}e(\mathbf r_g)+w_g\nabla e(\mathbf r_g)\cdot\frac{\partial\mathbf r_g}{\partial R}\Big].\tag{A13}$$

It vanishes for exact quadrature, where the value of the integral does not depend on the placement of the points.

Condition (c). Rotate the occupied orbitals of a closed-shell solution into the virtual ones, $c_i\to c_i+\lambda\sum_bc_b\kappa_{bi}+O(\lambda^2)$. Then $\delta D=2\lambda\sum_{bi}\kappa_{bi}(c_bc_i^T+c_ic_b^T)+O(\lambda^2)$. The first-order energy change is $\mathrm{Tr}(H\,\delta D)=4\lambda\sum\kappa_{bi}c_b^THc_i=0$, so the energy error is $O(\lambda^2)$. The force (A8) is linear in $D$ with a matrix whose occupied-virtual block has no reason to vanish, so its error is $O(\lambda)$. In a fixed basis this is the error of the total force. In a moving basis the Pulay term (A10) depends on $D$ as well, so it also changes at first order and can cancel most of this error; the error of the total is still $O(\lambda)$ in general, but its coefficient can be far smaller than that of $F^{HF}$ and is not evaluated here. A small energy error thus does not guarantee a comparably small force error, and convergence for forces should be judged on the density matrix. Differentiability is lost where an occupied and an empty level cross and the occupation switches; the formulas then hold on each side separately.

Condition (d). If the occupations vary, (A3) adds $\sum_i\varepsilon_if_i'$ to $dE/dR$. For Fermi occupations at temperature $T$, put $x_i=f_i/2$ and take the non-interacting entropy $\mathcal S=-2k_B\sum_i[x_i\ln x_i+(1-x_i)\ln(1-x_i)]$. Then $\partial\mathcal S/\partial f_i=\tfrac12\partial\mathcal S/\partial x_i=-k_B\ln[x_i/(1-x_i)]$, and the Fermi form $x_i/(1-x_i)=e^{(\mu_e-\varepsilon_i)/k_BT}$, with chemical potential $\mu_e$, gives $T\,\partial\mathcal S/\partial f_i=\varepsilon_i-\mu_e$. For the Mermin free energy $\mathcal A=E-T\mathcal S$ the occupation terms combine to $\sum_i[\varepsilon_i-(\varepsilon_i-\mu_e)]f_i'=\mu_e\sum_if_i'=0$ at fixed electron number. Hence

$$-\frac{d\mathcal A}{dR}=F^{HF}+F^P,\qquad-\frac{dE}{dR}=F^{HF}+F^P-\sum_i\varepsilon_if_i'.\tag{A14}$$

## A.7 Worked example

LiH is computed at a chosen distance of 160 pm, with Li at the origin and H on the positive $z$ axis, in cc-pVDZ (19 functions) on a grid of 9778 points that stays fixed unless stated. A positive force on Li points towards H. Energy slopes come from fully converged solutions at displacements $\pm s,\pm2s$ with $s=0.05$ pm, through $[E(-2s)-8E(-s)+8E(s)-E(2s)]/12s$, whose error is $O(s^4)$. Formula and difference are required to agree within $10^{-6}E_h/a_0$, about $8\times10^{-5}$ nN. Five decimals are shown to display that agreement, not convergence. The third decimal of the total force depends on the quadrature: with 99 radial and 590 angular points per atom the PBE force on Li becomes −0.197 nN, a shift of about 0.002 nN, and the energy moves by about $10^{-5}$ aJ, while $F^{HF}$ changes by less than $10^{-4}$ nN. The program and its output follow this appendix; there the matrix $H$ is named F.

With $k=E_ha_0$, $a_0=52.91772$ pm and $E_h/a_0=82.3872$ nN, the nuclear repulsion on Li is $-3\times82.3872\times(52.91772/160)^2=-27.036$ nN. For PBE, where $E=-35.060953$ aJ, the parts in nN are:

| part | Li | H |
|---|---|---|
| electrons (A8) | 38.69039 | −26.68013 |
| nuclei | −27.03607 | 27.03607 |
| $F^{HF}$ | 11.65432 | 0.35593 |
| $D$ term | −9.54760 | −2.46252 |
| $W$ term | −2.30552 | 2.30552 |
| $F^P$ | −11.85312 | −0.15700 |
| total | −0.19880 | 0.19893 |

On Li, $38.69039-27.03607=11.65432$, $-9.54760-2.30552=-11.85312$, and the sum is $-0.19880$ nN, or $-0.002413\,E_h/a_0$. Moving the nucleus alone, the basis alone and both together gives 11.65432, −11.85312 and −0.19880 nN from the energy. Direct quadrature of the field integral in (A7), on a finer grid, gives 38.69038 nN, and the analytic gradient of PySCF on the same grid gives −0.19880 nN. Differencing $D$ and $S$ under basis motion gives 2.30552 nN for both sides of (A9), minus the $W$ term as it should be. The total forces push the atoms apart, so the energy of this model falls as the bond lengthens from 160 pm. These values belong to cc-pVDZ and are far from converged in the basis: in cc-pVTZ the total force on Li is about −0.05 nN and $F^{HF}$ about 5.3 nN. They sum to 0.00013 nN, the quadrature defect of A.5, while the $F^{HF}$ sum to $11.65432+0.35593=12.01025$ nN.

The magnitude of $F^{HF}$ on Li is 59 times that of the total force. A plausible cause, not tested here and so a conjecture, is that the gradients of the tight core $s$ functions, with their large norm $\sqrt\alpha$, find no tight $p$ functions in a valence basis.

The same tests of $F^{HF}$ and of the total hold for the other functionals. LDA (Slater exchange, VWN correlation) gives $10.64309-10.83647=-0.19338$ nN and PBE0 gives $12.20364-12.34048=-0.13684$ nN, each equal to its own energy difference. The forces differ between functionals, and each is the slope of its own energy.

The four failure cases are tested as well.

- (A12): the PBE energy on the LDA density, nucleus moved in the fixed basis, gives $-dE/dR=11.67450$ nN, and $10.64309-(-1.03141)=11.67450$. Omitting the response term is an error of 1.03 nN, 9% of that value. It differs by only 0.020 nN from the self-consistent PBE value 11.65432 nN, in line with an energy error that is of second order in the density difference at every $R$.
- (A13): with the grid rebuilt at each geometry the energy difference gives −0.20198 nN, and $-0.19880-0.00318=-0.20198$, the second number being minus the slope of $E_{xc}$ under grid motion at frozen orbitals. It is obtained by differencing, so the test confirms that this term adds to the force, not the explicit sum in (A13). It is 1.6% of the total force, and larger than the 0.00013 nN sum defect, so a small sum of fixed-grid forces does not bound the grid term.
- Orbital rotation, with $\kappa$ of unit norm along the occupied-virtual block of the matrix in (A8), the direction of greatest first-order sensitivity of $F^{HF}$, though not of the total force: $\lambda=2\times10^{-3}$ and $10^{-3}$ give energy errors $8.4228\times10^{-5}$ and $2.1059\times10^{-5}$ aJ, ratio 4.000, and errors in $F^{HF}$ of 0.85215 and 0.42605 nN, ratio 2.000. These are errors of $F^{HF}$ alone; the accompanying change of $F^P$ was not computed, so they are not the errors of the total force.
- (A14): at $T=10^4$ K, $k_BT=0.13806$ aJ, the occupations of the five lowest levels are 2, 1.6951, 0.2048, 0.0434 and 0.0434. The formula and $-d\mathcal A/dR$ both give −0.78696 nN, while $-dE/dR=-0.78696-(-0.79107)=0.00411$ nN.

H$_2$ at 74 pm with PBE shows the dependence on the basis. The forces, in nN, act on the atom at the origin, the partner being at positive $z$. The sets 4s and 4s4p are uncontracted, with chosen exponents 53.6, 214.3, 857.1 and 3428.2 nm$^{-2}$.

| basis | $F^{HF}$ | $F^P$ | total |
|---|---|---|---|
| 4s | −5.61451 | 4.84355 | −0.77096 |
| 4s4p | −0.70833 | 0.07658 | −0.63175 |
| 6-31G | −5.59492 | 4.98626 | −0.60866 |
| cc-pVDZ | −2.35562 | 0.61817 | −1.73745 |
| cc-pVTZ | −0.91825 | 0.29839 | −0.61986 |

In 4s4p the largest contribution of any $s$ function to (A11) is $3.1\times10^{-10}$ nN, zero at the level of the convergence threshold, and the $p$ functions supply the whole 0.07658 nN; in 4s the same $s$ functions give 4.84 nN. This is the test of the span argument. The Pulay term falls from 6-31G to cc-pVTZ by a factor $4.98626/0.29839\approx17$.

The size of $F^P$ does not show how close a total force is to the cc-pVTZ value. That value comes from the largest basis used here and is not shown to be converged, so a small difference from it is not an error estimate. Relative to cc-pVTZ, the 6-31G total differs by 0.011 nN despite a Pulay term of 5 nN, whereas the cc-pVDZ total differs by 1.12 nN with a Pulay term of 0.6 nN. The reason for the cc-pVDZ value is not analysed here, and these H$_2$ totals come from (A7) and (A10) without a separate energy difference; their fourth decimal can depend on the grid (the 4s total moves by 0.0002 nN on a finer one). Equation (A10) makes the force consistent with the energy in the chosen basis; it does not correct that energy for the incompleteness of the basis.

## Table of computed values

```
a0 = 52.91772 pm, Eh = 4.359745 aJ, Eh/a0 = 82.3872 nN
LiH cc-pVDZ: R = 160.0 pm, step = 0.05 pm, 19 functions, 9778 grid points
LDA energy: -34.499474 aJ
LDA Li F_HF 10.64309 nN, nucleus-only difference 10.64309 nN
LDA Li F_Pulay -10.83647 nN
LDA Li total -0.19338 nN, full difference -0.19338 nN
PBE energy: -35.060953 aJ
PBE Li F_HF 11.65432 nN, nucleus-only difference 11.65432 nN
PBE Li F_Pulay -11.85312 nN
PBE Li total -0.19880 nN, full difference -0.19880 nN
PBE0 energy: -35.087592 aJ
PBE0 Li F_HF 12.20364 nN, nucleus-only difference 12.20364 nN
PBE0 Li F_Pulay -12.34048 nN
PBE0 Li total -0.13684 nN, full difference -0.13684 nN
PBE Li: electrons 38.69039 nN, nuclei -27.03607 nN, F_HF 11.65432 nN
PBE Li: D term -9.54760 nN, W term -2.30552 nN, F_Pulay -11.85312 nN
PBE Li: total -0.19880 nN = -0.002413 Eh/a0
PBE H: electrons -26.68013 nN, nuclei 27.03607 nN, F_HF 0.35593 nN
PBE H: D term -2.46252 nN, W term 2.30552 nN, F_Pulay -0.15700 nN
PBE H: total 0.19893 nN = 0.002415 Eh/a0
PBE Li basis-only difference: -11.85312 nN
Tr(F D') 2.30552 nN, -Tr(W S') 2.30552 nN
sum of F_HF 12.01025 nN, sum of total forces 0.00013 nN
Li electron force by quadrature: 38.69038 nN
PySCF analytic force on Li: -0.19880 nN
PBE@LDA nucleus-only difference: 11.67450 nN
PBE@LDA Tr[(V_PBE-V_LDA)D']: -1.03141 nN
moving grid: difference -0.20198 nN, frozen-orbital grid term -0.00318 nN
rotation 2e-03: dE 8.4228e-05 aJ, dF_HF 0.85215 nN
rotation 1e-03: dE 2.1059e-05 aJ, dF_HF 0.42605 nN
error ratios: energy 4.000, force 2.000
T = 10000 K, kT = 0.13806 aJ, occupations [2.     1.6951 0.2048 0.0434 0.0434]
thermal Li: formula -0.78696 nN, -dA/dR -0.78696 nN
thermal Li: -dE/dR 0.00411 nN, sum eps f' -0.79107 nN
H2 PBE: R = 74.0 pm, force on atom at origin
primitive exponents (nm^-2): [  53.6  214.3  857.1 3428.2]
4s: F_HF -5.61451, F_Pulay 4.84355, total -0.77096 nN
4s4p: F_HF -0.70833, F_Pulay 0.07658, total -0.63175 nN
6-31G: F_HF -5.59492, F_Pulay 4.98626, total -0.60866 nN
cc-pVDZ: F_HF -2.35562, F_Pulay 0.61817, total -1.73745 nN
cc-pVTZ: F_HF -0.91825, F_Pulay 0.29839, total -0.61986 nN
4s4p largest s-function Pulay part: 3.1e-10 nN
4s4p sum of p-function Pulay parts: 0.07658 nN
```
